# Zone-centre d-level shifts from ddσ hopping on hafnia's cation lattice: verification in Python

```python
# Result under test: on an fcc lattice of d orbitals with only nearest-neighbour
# dd-sigma hopping V, the k=0 levels shift by 3V/2 (e) and 3V (t2g).
# Orbital order: xy, yz, zx, x2-y2, 3z2-r2. Lengths in units of the lattice
# constant a unless stated; energies in eV, measured from the on-site d energy.
# Each d orbital is also represented by a symmetric traceless matrix Q with
# tr(Q Q)=1, its angular function being proportional to r.Q.r.
import itertools
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge

names = ["xy", "yz", "zx", "x2-y2", "3z2-r2"]
T2G, E = [0, 1, 2], [3, 4]

# ---------- rough parameters in the regime of cubic hafnia ----------
a_nm = 0.51
V = -0.5
V_pds, V_pdp = -2.0, 0.9
eps_p = -6.0
zeta = 0.2
stretch = 1.02
field_MV_cm = 1.0
temperature = 300.0

# ---------- lattice ----------
bonds = np.array([v for v in itertools.product([-0.5, 0, 0.5], repeat=3)
                  if abs(np.dot(v, v) - 0.5) < 1e-12])
assert len(bonds) == 12

# ---------- bond amplitudes by quadrature over the sphere ----------
ct, wt = np.polynomial.legendre.leggauss(12)
phi = 2 * np.pi * np.arange(24) / 24
C, P = np.meshgrid(ct, phi, indexing="ij")
W = np.repeat(wt[:, None], 24, axis=1) * 2 * np.pi / 24
S = np.sqrt(1 - C**2)
x, y, z = S * np.cos(P), S * np.sin(P), C
c1 = np.sqrt(15 / (4 * np.pi))
orbitals = np.array([c1 * x * y, c1 * y * z, c1 * z * x,
                     c1 * (x**2 - y**2) / 2,
                     np.sqrt(5 / (16 * np.pi)) * (3 * z**2 - 1)])
assert np.allclose(np.einsum("aij,bij,ij->ab", orbitals, orbitals, W), np.eye(5))


def amplitude_quadrature(vec):
    n = np.array(vec) / np.linalg.norm(vec)
    along = x * n[0] + y * n[1] + z * n[2]
    sigma_orbital = np.sqrt(5 / (16 * np.pi)) * (3 * along**2 - 1)
    return np.einsum("aij,ij,ij->a", orbitals, sigma_orbital, W)


def amplitude_formula(vec):
    l, m, n = np.array(vec) / np.linalg.norm(vec)
    r3 = np.sqrt(3)
    return np.array([r3 * l * m, r3 * m * n, r3 * n * l,
                     r3 / 2 * (l**2 - m**2), n**2 - (l**2 + m**2) / 2])


# ---------- angular momentum matrices from rotations of Q ----------
Q = np.zeros((5, 3, 3))
for i, (p, q) in enumerate([(0, 1), (1, 2), (2, 0)]):
    Q[i, p, q] = Q[i, q, p] = 1 / np.sqrt(2)
Q[3] = np.diag([1, -1, 0]) / np.sqrt(2)
Q[4] = np.diag([-1, -1, 2]) / np.sqrt(6)
A = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    A[i, j, k], A[i, k, j] = -1, 1
G = np.array([[[np.trace(Q[r] @ (A[i] @ Q[s] - Q[s] @ A[i]))
                for s in range(5)] for r in range(5)] for i in range(3)])
L = 1j * G
assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j * L[2])


def bond_matrix(vec, sig, pi, delta):
    """Full two-centre d-d matrix from projectors on (L.n)^2 = 0, 1, 4."""
    n = np.array(vec) / np.linalg.norm(vec)
    Ln = np.einsum("i,iab->ab", n, L)
    K, one = (Ln @ Ln).real, np.eye(5)
    return (sig * (K - one) @ (K - 4 * one) / 4
            + pi * K @ (4 * one - K) / 3 + delta * K @ (K - one) / 12)


rng = np.random.default_rng(4)
for vec in rng.normal(size=(10, 3)):
    f = amplitude_quadrature(vec)
    assert np.allclose(f, amplitude_formula(vec), atol=1e-12)
    assert np.allclose(np.outer(f, f), bond_matrix(vec, 1, 0, 0), atol=1e-12)

# ---------- main result at the zone centre ----------
F = np.array([amplitude_quadrature(b) for b in bonds])
H0 = V * F.T @ F
assert np.allclose(H0, np.diag([3 * V] * 3 + [1.5 * V] * 2), atol=1e-12)

# ---------- independent real-space check: periodic supercell ----------
N = 4
prim = np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
steps = np.rint(bonds @ np.linalg.inv(prim)).astype(int)
H_cell = np.zeros((5 * N**3, 5 * N**3))
for site in itertools.product(range(N), repeat=3):
    i = np.ravel_multi_index(site, (N, N, N))
    for step, f in zip(steps, F):
        j = np.ravel_multi_index(tuple((np.array(site) + step) % N), (N, N, N))
        H_cell[5*i:5*i+5, 5*j:5*j+5] += V * np.outer(f, f)
for orb in range(5):
    uniform = np.zeros(5 * N**3)
    uniform[orb::5] = 1
    target = 3 * V if orb in T2G else 1.5 * V
    assert np.allclose(H_cell @ uniform, target * uniform, atol=1e-11)
levels = np.linalg.eigvalsh(H_cell)
assert abs(levels[0] - 3 * V) < 1e-10
n_lowest = int(np.sum(abs(levels - 3 * V) < 1e-8))
assert n_lowest == 3 + 3 * (N - 1)   # three flat lines through k=0


# ---------- dispersion: zone centre is a minimum for V<0, not unique ----------
def H_k(k):  # k in units of 2 pi / a
    return V * (F.T * np.cos(2 * np.pi * bonds @ np.array(k))) @ F


for k in rng.uniform(-1, 1, size=(300, 3)):
    assert np.linalg.eigvalsh(H_k(k) - H0)[0] > -1e-10
    assert np.all(np.linalg.eigvalsh(H_k(k)) >= np.linalg.eigvalsh(H0) - 1e-10)
for kz in np.linspace(0, 1, 9):
    assert np.allclose(H_k([0, 0, kz])[0], [3 * V, 0, 0, 0, 0], atol=1e-12)
H_X = H_k([0, 0, 1])
assert np.allclose(H_X, np.diag(np.diag(H_X)), atol=1e-12)


# ---------- neglected dd-pi and dd-delta ----------
def gamma_dd(sig, pi, delta):
    return sum(bond_matrix(b, sig, pi, delta) for b in bonds)


for s, p, d in rng.normal(size=(5, 3)):
    want = [3*s + 4*p + 5*d] * 3 + [1.5*s + 6*p + 4.5*d] * 2
    assert np.allclose(gamma_dd(s, p, d), np.diag(want), atol=1e-11)
V_pi, V_delta = -2 * V / 3, V / 6    # canonical ratios -6 : 4 : -1
full_dd = np.diag(gamma_dd(V, V_pi, V_delta))
assert full_dd[3] * H0[3, 3] < 0     # the e shift changes sign

# ---------- neglected second neighbours, hopping ~ distance^-5 ----------
V2 = V * (1 / np.sqrt(2))**5
F2 = np.array([amplitude_quadrature(s * v) for v in np.eye(3) for s in (1, -1)])
second = np.diag(V2 * F2.T @ F2)
assert np.allclose(second, [0, 0, 0, 3 * V2, 3 * V2], atol=1e-12)


# ---------- neglected oxygen p orbitals: 5 d + 2 x 3 p at k=0 ----------
def H_with_oxygen(v_dd):
    H = np.zeros((11, 11))
    H[:5, :5] = v_dd * F.T @ F
    H[5:, 5:] = eps_p * np.eye(6)
    tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
    for sub, sign in enumerate((1, -1)):
        for vec in sign * tetra:
            n = vec / np.sqrt(3)
            f = amplitude_quadrature(n)
            for orb in range(5):
                Qn = Q[orb] @ n
                hop = V_pds * n * f[orb] + V_pdp * np.sqrt(2) * (Qn - n * (n @ Qn))
                H[5 + 3*sub:8 + 3*sub, orb] += hop
    H[:5, 5:] = H[5:, :5].T
    return H


g = np.sqrt(2) * (4 * V_pds / 3 - 8 * V_pdp / (3 * np.sqrt(3)))
top, weight = {}, {}
for v in (0.0, V):
    H = H_with_oxygen(v)
    assert np.allclose(H[5:, E], 0, atol=1e-12)       # e does not see oxygen p
    val, vec = np.linalg.eigh(H)
    formula = (3*v + eps_p) / 2 + np.sqrt(((3*v - eps_p) / 2)**2 + g**2)
    assert np.allclose(val[-3:], formula, atol=1e-10)
    top[v], weight[v] = val[-1], np.sum(vec[:5, -1]**2)
shift_oxygen = top[V] - top[0.0]
assert weight[V] < shift_oxygen / (3 * V) < weight[0.0] < 1

# ---------- neglected spin-orbit coupling ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(L[i], pauli[i] / 2) for i in range(3))
assert np.allclose(np.linalg.eigvalsh(LS), [-1.5] * 4 + [1.0] * 6)


def first_order_so(group):
    idx = [2 * o + s for o in group for s in (0, 1)]
    return np.ptp(np.linalg.eigvalsh(zeta * LS[np.ix_(idx, idx)]))


so_t2g, so_e = first_order_so(T2G), first_order_so(E)
assert abs(so_t2g - 1.5 * zeta) < 1e-12 and so_e < 1e-12

# ---------- neglected tetragonal stretch, hopping ~ distance^-5 ----------
H_str = np.zeros((5, 5))
for b in bonds:
    b_new = b * np.array([1, 1, stretch])
    f = amplitude_quadrature(b_new)
    H_str += V * (np.linalg.norm(b) / np.linalg.norm(b_new))**5 * np.outer(f, f)
assert np.allclose(H_str, np.diag(np.diag(H_str)), atol=1e-12)
d_str = np.diag(H_str)

# ---------- report ----------
d_nm = a_nm / np.sqrt(2)
print(f"lattice constant a = {a_nm:.2f} nm (rough)")
print(f"Hf-Hf distance = {d_nm:.3f} nm; Hf-O = {a_nm*np.sqrt(3)/4:.3f} nm")
print(f"dd-sigma hopping V = {V:.2f} eV (rough)")
w110, w101 = amplitude_quadrature([1, 1, 0])**2, amplitude_quadrature([1, 0, 1])**2
w011 = amplitude_quadrature([0, 1, 1])**2
print("squared amplitudes on bonds [110], [101], [011]; sum over 12 bonds:")
for i, name in enumerate(names):
    print(f"  {name:7s} {w110[i]:.4f} {w101[i]:.4f} {w011[i]:.4f}; {H0[i,i]/V:.4f}")
print(f"trace of the 12-bond sum = {np.trace(H0)/V:.4f}")
print(f"e shift = {H0[3,3]:.3f} eV; t2g shift = {H0[0,0]:.3f} eV")
print(f"change of (t2g - e) separation = {H0[0,0]-H0[3,3]:.3f} eV")
print(f"supercell: {N**3} sites, lowest level {levels[0]:.3f} eV, "
      f"degeneracy {n_lowest}")
print("levels at X = (0,0,2pi/a), eV:")
print("  " + ", ".join(f"{n} {v:.3f}" for n, v in zip(names, np.diag(H_X))))
print("Neglected effects:")
print(f"dd-pi = {V_pi:.3f} eV, dd-delta = {V_delta:.3f} eV (canonical ratios)")
print(f"  shifts with all dd terms: e {full_dd[3]:.3f} eV, t2g {full_dd[0]:.3f} eV")
print(f"second-neighbour dd-sigma = {V2:.3f} eV")
print(f"  extra shifts: e {second[3]:.3f} eV, t2g {abs(second[0]):.3f} eV")
print(f"oxygen: pd-sigma {V_pds:.1f}, pd-pi {V_pdp:.1f}, p level {eps_p:.1f} eV (rough)")
print(f"  t2g-oxygen coupling magnitude |g| = {abs(g):.3f} eV")
print(f"  upper t2g level: V=0 {top[0.0]:.3f} eV, with V {top[V]:.3f} eV")
print(f"  shift by V = {shift_oxygen:.3f} eV")
print(f"  d weight: V=0 {weight[0.0]:.3f}, with V {weight[V]:.3f}")
print(f"  t2g - e with oxygen and V = {top[V]-H0[3,3]:.3f} eV")
print(f"spin-orbit constant = {zeta:.2f} eV (rough)")
print(f"  first-order splitting: t2g {so_t2g:.3f} eV, e {so_e:.3f} eV")
print(f"tetragonal stretch along z = {100*(stretch-1):.1f} %")
print(f"  splitting: e {np.ptp(d_str[E]):.3f} eV, t2g {np.ptp(d_str[T2G]):.3f} eV")
print(f"potential energy drop over Hf-Hf distance at {field_MV_cm:.1f} MV/cm = "
      f"{field_MV_cm*1e8*d_nm*1e-9:.3f} eV")
print(f"kT at {temperature:.0f} K = {k_boltzmann*temperature/e_charge:.4f} eV")
print("OK")
```

Printed output:

```
lattice constant a = 0.51 nm (rough)
Hf-Hf distance = 0.361 nm; Hf-O = 0.221 nm
dd-sigma hopping V = -0.50 eV (rough)
squared amplitudes on bonds [110], [101], [011]; sum over 12 bonds:
  xy      0.7500 0.0000 0.0000; 3.0000
  yz      0.0000 0.0000 0.7500; 3.0000
  zx      0.0000 0.7500 0.0000; 3.0000
  x2-y2   0.0000 0.1875 0.1875; 1.5000
  3z2-r2  0.2500 0.0625 0.0625; 1.5000
trace of the 12-bond sum = 12.0000
e shift = -0.750 eV; t2g shift = -1.500 eV
change of (t2g - e) separation = -0.750 eV
supercell: 64 sites, lowest level -1.500 eV, degeneracy 12
levels at X = (0,0,2pi/a), eV:
  xy -1.500, yz 1.500, zx 1.500, x2-y2 0.750, 3z2-r2 -0.250
Neglected effects:
dd-pi = 0.333 eV, dd-delta = -0.083 eV (canonical ratios)
  shifts with all dd terms: e 0.875 eV, t2g -0.583 eV
second-neighbour dd-sigma = -0.088 eV
  extra shifts: e -0.265 eV, t2g 0.000 eV
oxygen: pd-sigma -2.0, pd-pi 0.9, p level -6.0 eV (rough)
  t2g-oxygen coupling magnitude |g| = 5.731 eV
  upper t2g level: V=0 3.469 eV, with V 2.407 eV
  shift by V = -1.062 eV
  d weight: V=0 0.732, with V 0.683
  t2g - e with oxygen and V = 3.157 eV
spin-orbit constant = 0.20 eV (rough)
  first-order splitting: t2g 0.300 eV, e 0.000 eV
tetragonal stretch along z = 2.0 %
  splitting: e 0.081 eV, t2g 0.074 eV
potential energy drop over Hf-Hf distance at 1.0 MV/cm = 0.036 eV
kT at 300 K = 0.0259 eV
OK
```
